# Pruning an overcomplete basis by pivoted Cholesky decomposition of the overlap

When the functions of a basis are nearly linearly dependent, as can happen in a large or very diffuse basis, a self-consistent calculation amplifies rounding errors. One cure is to remove functions, but removing ones that the orbitals need raises the energy. The decision needs a ranking of the functions and a number that says how much has been neglected.

## What goes wrong

Let $\chi_1,\dots,\chi_N$ be real functions, each normalised to one, with overlap matrix $S_{ij}=\langle\chi_i|\chi_j\rangle$. For $f=\sum_j c_j\chi_j$,

$$\|f\|^2=\sum_{ij}c_ic_jS_{ij}=c^TSc\ge 0 .$$

A unit vector $c$ that is an eigenvector of $S$ with eigenvalue $\lambda$ therefore describes a function of squared norm $\lambda$. If $\lambda$ is tiny, sizeable coefficients combine to almost nothing, and the functions are nearly dependent. To normalise this combination one divides $c$ by $\sqrt\lambda$. An error $\delta F$ in the Fock matrix then enters the orthonormal basis as $c^T\delta F\,c/\lambda$, enlarged by $1/\lambda$.

A first remedy is to delete one function of every pair with a large overlap. This can miss a dependence completely. Three unit vectors in a plane at angles of $120^\circ$ have pair overlaps of $-\tfrac12$, yet for $c=(1,1,1)$

$$c^TSc=3+6\left(-\tfrac12\right)=0 .$$

A second remedy, canonical orthogonalisation, diagonalises $S$ and drops the eigenvectors with small eigenvalues. It does detect the dependence, but the surviving combinations in general involve all $N$ original functions, so integrals over all of them are still needed.

Both failures point to the same requirement: judge each function by its distance from the span of those already kept, and remove whole functions. A pivoted Cholesky decomposition of $S$ does this.

## The distance and its update

Let $P$ be the set of $k$ functions selected so far, $D$ the rest, and $\Pi$ the orthogonal projector on the span of $P$. Define the residuals and their Gram matrix,

$$\rho_j=(1-\Pi)\chi_j,\qquad R_{ij}=\langle\rho_i|\rho_j\rangle .$$

The diagonal element $R_{jj}$ is the squared distance of $\chi_j$ from the selected span. Before any selection $\Pi=0$ and $R=S$.

Now select a function $p$ with $R_{pp}>0$. The normalised residual $e=\rho_p/\sqrt{R_{pp}}$ is orthogonal to the old span, and adding $e$ to that span has the same effect as adding $\chi_p$. The new projector is thus $\Pi+|e\rangle\langle e|$. Because $e$ is orthogonal to $\Pi\chi_j$, we have $\langle e|\chi_j\rangle=\langle e|\rho_j\rangle$, so

$$\rho_j'=\rho_j-\ell_j e,\qquad \ell_j=\langle e|\rho_j\rangle=\frac{R_{jp}}{\sqrt{R_{pp}}} .$$

The new Gram matrix is

$$R'_{ij}=R_{ij}-\ell_i\ell_j-\ell_i\ell_j+\ell_i\ell_j=R_{ij}-\ell_i\ell_j ,$$

where the two negative terms come from the cross products and the positive one from $\langle e|e\rangle=1$. This is one Cholesky step. Collecting the columns $\ell$ in an $N\times k$ matrix $L$ gives

$$S=LL^T+R .$$

The Cholesky decomposition of the overlap is Gram–Schmidt orthogonalisation of the functions, carried out on their inner products.

The same $R$ has a closed form. Write $\Pi\chi_j=\sum_{p\in P}\chi_p x_{pj}$. Orthogonality of the residual to each selected function requires $S_{PP}x=S_{PD}$. Since $R_{ij}=\langle\chi_i|(1-\Pi)\chi_j\rangle$,

$$R_{DD}=S_{DD}-S_{DP}S_{PP}^{-1}S_{PD},$$

and every element of $R$ with an index in $P$ vanishes, because a selected function has no residual.

The rule is to select the function with the largest remaining diagonal and to stop when no diagonal exceeds a threshold $\tau$. Normalisation matters here: multiplying $\chi_j$ by $s$ would multiply $R_{jj}$ by $s^2$ and change the ranking without changing the space.

## What the trace bounds

Discarding $D$ replaces $f$ at best by $\Pi f$. The lost part is $(1-\Pi)f=\sum_{j\in D}c_j\rho_j$. The triangle inequality and then the Cauchy–Schwarz inequality give

$$\|(1-\Pi)f\|\le\sum_{j\in D}|c_j|\sqrt{R_{jj}}\le\|c_D\|\sqrt{\operatorname{tr}R},$$

where $c_D$ holds the coefficients of the discarded functions. Squaring,

$$\|(1-\Pi)f\|^2=c_D^TR_{DD}c_D\le\|c_D\|^2\operatorname{tr}R,\qquad \operatorname{tr}R\le(N-k)\tau .$$

The bound is relative to the coefficients, not to the norm of $f$. If some $R_{jj}>0$ is discarded, the unit function $\rho_j/\sqrt{R_{jj}}$ lies in the original space and is orthogonal to everything kept. It is lost entirely. Its coefficient on $\chi_j$ is $1/\sqrt{R_{jj}}$, so the bound reads $\operatorname{tr}R/R_{jj}\ge1$ and is not violated. Orbitals that use the discarded functions with modest coefficients lose little of their norm, and this can be checked for the orbitals of interest. The effect on the energy is a separate question, taken up below.

How small could the trace be with $k$ functions? Represent the functions by the columns of $S^{1/2}$, whose inner products are $S$, and let $Q$ be the projector on any $k$-dimensional subspace in this representation. The neglected trace is

$$\operatorname{tr}\left[S^{1/2}(1-Q)S^{1/2}\right]=\operatorname{tr}S-\sum_i\lambda_iq_i,\qquad q_i=v_i^TQv_i,$$

with $\lambda_i,v_i$ the eigenvalues and unit eigenvectors of $S$. Each $q_i$ lies between 0 and 1 and they sum to $k$, so the last sum is at most the sum of the $k$ largest eigenvalues. The neglected trace is therefore at least the sum of the $N-k$ smallest ones. That limit allows arbitrary combinations; pruning, restricted to whole functions, may not reach it.

## Four Gaussians by hand

Take normalised s Gaussians on one centre with exponents 0.5, 1, 2 and 8 bohr$^{-2}$, and $\tau=0.05$. With the normalisation factor $(2a/\pi)^{3/4}$ and the integral $[\pi/(a+b)]^{3/2}$, the overlap is

$$S_{ab}=\left(\frac{2}{\pi}\right)^{3/2}(ab)^{3/4}\left(\frac{\pi}{a+b}\right)^{3/2}=\left(\frac{2\sqrt{ab}}{a+b}\right)^{3/2}.$$

All diagonals start at one, so the first choice is a tie. Here ties are resolved in favour of the smallest row sum $\sum_j|S_{ij}|$, which picks the function with the least total overlap with the others. The row sums are 2.9538, 3.3292, 3.3465 and 2.5367, and exponent 8 comes first. The remaining diagonals are

$$1-0.32282^2=0.8958,\quad 1-0.49831^2=0.7517,\quad 1-0.71554^2=0.4880$$

for exponents 0.5, 1 and 2. The largest belongs to 0.5. Its column has the elements

$$\ell_1=\frac{0.91545-0.49831\times0.32282}{\sqrt{0.89579}}=0.7973,$$

$$\ell_2=\frac{0.71554-0.71554\times0.32282}{\sqrt{0.89579}}=0.5120,$$

where the subscripts are exponents. The diagonals fall to $0.7517-0.7973^2=0.1160$ for exponent 1 and $0.4880-0.5120^2=0.2259$ for exponent 2. Exponent 2 is selected next. The off-diagonal residual between 1 and 2 is

$$0.91545-0.49831\times0.71554-0.7973\times0.5120=0.1507,$$

so the last diagonal becomes $0.1160-0.1507^2/0.2259=0.0155$. This is below $\tau$, and exponent 1 is removed. Its overlap with each neighbour is only 0.915, but the three kept functions together reproduce all but 1.5% of its squared norm.

## The choice is greedy

Selecting $p$ lowers the trace by $\sum_j\ell_j^2=\sum_jR_{jp}^2/R_{pp}$, not by $R_{pp}$ alone. The largest diagonal need not give the largest fall. If only two functions are kept above, the rule takes 8 and 0.5 and neglects a trace of $0.1160+0.2259=0.3419$. A search over all pairs finds 0.2107 for exponents 1 and 8. In that pair exponent 1 lies between the two discarded functions, 0.5 and 2, and overlaps each by 0.915.

What the rule does maximise at each step is a determinant. Order the selected functions as they were chosen. Their rows of $L$ form a lower triangular matrix $L_P$ with diagonal $\sqrt{p_m}$, where $p_m$ is the $m$th pivot, that is, the diagonal at the moment of selection. Since $R_{PP}=0$,

$$S_{PP}=L_PL_P^T,\qquad \det S_{PP}=\prod_{m=1}^kp_m .$$

The next selection multiplies the determinant by its own diagonal. The rule thus favours independence, and the trace afterwards reports what was lost. The trace bound holds for any selection, greedy or not.

## Why a second orthogonalisation remains

It is tempting to read $\tau$ as a lower limit on the eigenvalues of $S_{PP}$. It is not one. Restricting trial vectors to $P$ cannot lower the minimum of $c^TSc/c^Tc$, so $\lambda_{\min}(S_{PP})\ge\lambda_{\min}(S)$, and pruning never worsens the smallest eigenvalue. But $L_P^{-1}$ is also lower triangular, so the last diagonal element of $S_{PP}^{-1}=L_P^{-T}L_P^{-1}$ is $1/p_k$. It cannot exceed the largest eigenvalue $1/\lambda_{\min}(S_{PP})$, and hence

$$\lambda_{\min}(S_{PP})\le p_k .$$

The last pivot limits the smallest eigenvalue from above.

For a lower limit, write $L_P=M\Delta$ with $\Delta=\mathrm{diag}(\sqrt{p_m})$. The entries of $M$ below its unit diagonal are $R_{im}/R_{mm}$, taken when $m$ is selected. Because $|R_{im}|\le\sqrt{R_{ii}R_{mm}}$ and $R_{mm}$ is then the largest diagonal, they are at most 1 in size. Forward substitution for $W=M^{-1}$ gives $W_{jj}=1$ and

$$|W_{j+n,j}|\le1+\sum_{q=1}^{n-1}2^{q-1}=2^{n-1},\qquad n\ge1,$$

by induction on $n$. There are $k-n$ elements at distance $n$ below the diagonal, so

$$\|M^{-1}\|_F^2\le g_k=k+\sum_{n=1}^{k-1}(k-n)4^{n-1}=\frac{4^k+6k-1}{9}.$$

The closed form follows from $g_1=1$ and $g_{k+1}-g_k=1+\sum_{n=1}^k4^{n-1}=(4^k+2)/3$, which it satisfies. Pivots never increase, because diagonals only fall, so the largest element of $\Delta^{-1}$ is $1/\sqrt{p_k}$. Therefore

$$\frac1{\lambda_{\min}(S_{PP})}=\|\Delta^{-1}M^{-1}\|_2^2\le\frac{g_k}{p_k},\qquad\lambda_{\min}(S_{PP})\ge\frac{p_k}{g_k}.$$

For the three Gaussians $g_3=9$, and the limits are $0.2259/9=0.0251$ and 0.2259; the eigenvalue is 0.1367. For dozens of functions $g_k$ is astronomically large and the lower limit is of no practical use. The eigenvalues of $S_{PP}$ must be computed.

This settles the full scheme:

1. Normalise the functions and form $S$.
2. Select by largest remaining diagonal, with the tie rule above, until no diagonal exceeds $\tau$.
3. Delete the unselected functions.
4. Diagonalise $S_{PP}=U\Lambda U^T$, drop eigenvalues below a second, much smaller threshold if there are any, and use $X=U\Lambda^{-1/2}$, for which $X^TS_{PP}X=1$.

Apart from the row sums of the tie rule, which use all of $S$ once, step 2 needs only the diagonal and the selected columns of $S$. Column $m$ costs about $N(m-1)$ multiply-adds, about $Nk^2/2$ in total, and $L$ takes $Nk$ numbers. The diagonals come from subtracting numbers of order one, so in double precision $\tau$ must stay well above $10^{-16}$. With such a $\tau$, exact dependence normally ends the selection by itself. Once the selected functions span the space the remaining diagonals vanish in exact arithmetic, and what is left is rounding error, which stays small unless $M^{-1}$ approaches its worst-case growth: for six normalised polynomials spanning only three dimensions, the selection with $\tau=10^{-10}$ keeps three.

## The energy is a separate question

In restricted Hartree–Fock theory (RHF) the pruned space is a subspace of the original one, so the minimum energy cannot fall. How far it rises is not fixed by the trace. Consider one electron in the field of a nucleus of charge $Z$. Multiply all exponents by $s$ and $Z$ by $\sqrt s$. Lengths shrink by $\sqrt s$, so the kinetic energy grows by $s$ and the attraction by $\sqrt s\times\sqrt s=s$. Any energy error grows by $s$, while $S$, $R$ and the selection are unchanged.

The removed Gaussian above shows the kinetic part. Its residual has squared norm 0.0155 and kinetic integral 0.135 hartree. With all exponents a hundred times larger, the norm is the same and the integral is 13.5 hartree.

## BH in a nearly dependent basis

The molecule BH, at a chosen separation of 2.4 bohr, is treated by RHF with uncontracted Gaussians of exponents $0.03\times2^k$ bohr$^{-2}$ on both atoms, 86 functions in all. The overlap eigenvalues run from $1.1\times10^{-5}$ to 8.7. This basis is nearly dependent but still manageable in double precision, so the unpruned energy, $-25.12650$ hartree, can serve as reference. It omits electron correlation and relativity and is not converged in the basis: the cc-pVQZ basis gives $-25.13047$ hartree, lower by $4.0\times10^{-3}$. It is used here only to measure the cost of pruning.

At $\tau=10^{-3}$ five functions go. The neglected trace is $2.7\times10^{-3}$, within the guaranteed $5\times10^{-3}$ and 3.7 times the eigenvalue limit of $7.2\times10^{-4}$. The energy rises by $7.0\times10^{-3}$ hartree, or 0.19 eV. At $\tau=10^{-4}$ one function goes, the trace is $3.3\times10^{-5}$, and the rise is $5\times10^{-8}$ hartree. The trace has fallen by a factor of about 80 and the energy error by about $10^5$. The energy error is thus not proportional to the trace. The digits belong to this basis and this tie rule. With ties taken in other orders the rise at $\tau=10^{-3}$ ranges from $7.0$ to $7.6\times10^{-3}$ hartree and the rise at $\tau=10^{-4}$ from $1.5$ to $5\times10^{-8}$ hartree; with exponents $0.025\times2^k$ the rise at $\tau=10^{-3}$ is $8.6\times10^{-3}$ hartree. At $10^{-5}$ and below nothing is removed, so the exact difference is zero; the computed $-3\times10^{-11}$ hartree is numerical error from the finite convergence threshold and rounding.

The smallest retained eigenvalues are $3.0\times10^{-4}$ at $\tau=10^{-3}$ and $5.3\times10^{-5}$ at $\tau=10^{-4}$. Both lie below $\tau$, as the previous argument allows.

The function removed at $\tau=10^{-4}$ is the most diffuse s function on hydrogen. In the highest occupied orbital of the unpruned calculation its squared coefficient is $1.094\times10^{-3}$, so the loss is

$$1.094\times10^{-3}\times3.284\times10^{-5}=3.6\times10^{-8}$$

of the orbital's squared norm. Loss and bound coincide because $R_{DD}$ has a single element. The unit function that is lost entirely has a squared coefficient of $1/(3.284\times10^{-5})=3.0\times10^4$, far from anything the occupied orbitals contain.

Two limits of the method concern molecules in general. The selected set is discrete while the overlaps vary continuously with geometry, so along a potential curve a diagonal that crosses $\tau$, or two diagonals that exchange rank, can change the set and produce a step in the energy. In BH at $\tau=10^{-3}$ five functions are removed at both 2.3 and 2.4 bohr, but not the same five. Keeping one set for the whole curve avoids the step. Symmetry can also suffer. If two equivalent functions on equivalent atoms overlap strongly, selecting one lowers the diagonal of the other, which may then be removed alone. In BH the p$_x$ functions (with d$_{xz}$) and the p$_y$ functions (with d$_{yz}$) form two blocks of $S$ that have identical matrices and overlap neither each other nor the rest. A selection in one block leaves the diagonals of the other unchanged, so both blocks are pruned alike. The calculation does not put this to the test: only s functions are removed at the thresholds used here, including all five at $10^{-3}$. Where equivalent functions do overlap, they should be kept or removed as a group.

The remaining values are in the numerical output below.

## Calculated quantities

```
Small example: exponents (bohr^-2): 0.5 1.0 2.0 8.0  tau = 0.05
overlap of 0.5 and 1: 0.91545
overlap of 0.5 and 2: 0.71554
overlap of 0.5 and 8: 0.32282
overlap of 1 and 2: 0.91545
overlap of 1 and 8: 0.49831
overlap of 2 and 8: 0.71554
row sums of |S|: 2.9538 3.3292 3.3465 2.5367
pivot 1: exponent 8, value 1.00000; left: 0.89579 0.75169 0.48800 0.00000
pivot 2: exponent 0.5, value 0.89579; left: 0.00000 0.11604 0.22590 0.00000
pivot 3: exponent 2, value 0.22590; left: 0.00000 0.01548 0.00000 0.00000
kept 3: smallest eigenvalue 0.13669, lower bound 0.02510
two kept: greedy trace 0.34194, best 0.21074 with exponents 1, 8
residual squared norm: 0.01548; exponents x100: 0.01548
its kinetic integral (hartree): 0.13541; exponents x100: 13.541
dependent polynomials: 6 functions, 3 kept
BH: separation 2.4 bohr, exponents 0.03 x 2^k bohr^-2
B powers k: s 0 to 15, p 0 to 8, d 3 to 5
H powers k: s 0 to 9, p 0 to 5
all functions: 86, orthonormal combinations: 86
overlap eigenvalues: 1.145e-05 to 8.7392
RHF energy, all functions: -25.1265016 hartree
tau 1e-03: kept 81, trace 2.691e-03, eigenvalue limit 7.181e-04
  last pivot 1.272e-03, smallest eigenvalue 3.034e-04, energy rise 6.96e-03 hartree
tau 1e-04: kept 85, trace 3.284e-05, eigenvalue limit 1.145e-05
  last pivot 1.965e-04, smallest eigenvalue 5.333e-05, energy rise 4.65e-08 hartree
tau 1e-05: kept 86, trace 0.000e+00, eigenvalue limit 0.000e+00
  last pivot 3.284e-05, smallest eigenvalue 1.145e-05, energy rise -3.05e-11 hartree
tau 1e-06: kept 86, trace 0.000e+00, eigenvalue limit 0.000e+00
  last pivot 3.284e-05, smallest eigenvalue 1.145e-05, energy rise -3.05e-11 hartree
detail at tau 1e-04: largest eigenvalue of R 3.284e-05
orbital 1: |c_D|^2 1.327e-05, loss 4.358e-10, bound 4.358e-10
orbital 2: |c_D|^2 6.056e-05, loss 1.989e-09, bound 1.989e-09
orbital 3: |c_D|^2 1.094e-03, loss 3.593e-08, bound 3.593e-08
wholly lost unit function: |c_D|^2 = 3.045e+04, bound 1.000
removed H s: 1 functions, exponents 0.03 to 0.03 bohr^-2
```
